# Why a straight dewetting edge approaches a two-fifths power law: a program that tests the result

```python
"""Edge retraction of a straight solid film by surface diffusion.

Result under test: at late times the edge displacement X obeys
    X = (5/2)**(2/5) * (B*t)**(2/5) * (slope/film)**(3/5)
for small contact slopes, with the first correction
    t = (2/5)*X**(5/2) + (5/4)*X**2
in the units length = film/slope and time = length**4/B.
film: film thickness; slope: tangent of the contact angle; t: time;
B = D*gamma*Omega**2*nu/(kB*T): Mullins surface-diffusion coefficient;
D: surface diffusivity; gamma: surface energy; Omega: atomic volume;
nu: areal density of mobile atoms.
The reference is a moving-boundary solution of u_t = -B*u_xxxx.  Past
pinch-off it lets the valley go below the substrate plane: this is a
mathematical continuation that serves only to test the asymptote.
"""
import numpy as np
from scipy import constants
from scipy.integrate import quad, solve_bvp
from scipy.linalg import solve_banded
from scipy.optimize import brentq
from scipy.special import gamma as gamma_function


def fourth_difference(u, ghost_step, film):
    """Differences of the surface flux; no flux through either end."""
    extended = np.vstack([u[:1] - ghost_step, u, 0 * u[:1] + film])
    flux = np.diff(extended, n=3, axis=0)
    return np.diff(np.vstack([0 * u[:1], flux, 0 * u[:1]]), axis=0)


def advection_difference(u, film):
    """Differences of face heights: zero at the edge, film far away."""
    faces = np.vstack([0 * u[:1], (u[1:] + u[:-1]) / 2, 0 * u[:1] + film])
    return np.diff(faces, axis=0)


def to_bands(matrix):
    bands = np.zeros((5, len(matrix)))
    for k in range(-2, 3):
        if k >= 0:
            bands[2 - k, k:] = np.diagonal(matrix, k)
        else:
            bands[2 - k, :k] = np.diagonal(matrix, k)
    return bands


def retract(film, slope, reduced_end, cells, step_fraction):
    """Solve with B = 1 in the frame of the edge, implicit in time.

    Returns the history (time, X, crest, valley) in reduced units and
    the final ratio of crest flux to speed times crest height.
    """
    length = film / slope
    dy = 40 * length / cells
    z = (np.arange(cells)[:, None] + 0.5) * dy / length
    u = film * (1 - np.exp(-z) * (1 - z**2 / 6))
    identity = np.eye(cells)
    fourth_bands = to_bands(fourth_difference(identity, 0.0, 0.0))
    advection_bands = to_bands(advection_difference(identity, 0.0))
    identity_bands = to_bands(identity)
    zero = np.zeros((cells, 1))
    far_inflow = advection_difference(zero, film)
    time, position, speed = 0.0, 0.0, 0.0
    history = []
    while time < reduced_end * length**4:
        rim_width = np.sqrt(max(position, 0.0) * length)
        if cells * dy < 18 * rim_width:      # coarsen, conserving mass
            merged = u.reshape(-1, 2).mean(axis=1)[:, None]
            u = np.vstack([merged, np.full((cells // 2, 1), film)])
            dy *= 2
        dt = step_fraction * (time + 0.05 * length**4)
        advection = advection_difference(u, film)
        constant = fourth_difference(zero, slope * dy, film)
        matrix = (identity_bands + dt / dy**4 * fourth_bands
                  - dt * speed / dy * advection_bands)
        known = (u - dt / dy**4 * constant
                 + dt * speed / dy * (far_inflow - advection))
        parts = solve_banded((2, 2), matrix,
                             np.hstack([known, dt / dy * advection]))
        speed = (slope * dy / 2 - parts[0, 0]) / parts[0, 1]
        u = parts[:, :1] + speed * parts[:, 1:]
        time += dt
        position += speed * dt
        top = int(np.argmax(u))
        history.append((time / length**4, position / length,
                        u[top, 0] / film, u[top:, 0].min() / film))
    flux = (u[top + 2, 0] - 3 * u[top + 1, 0] + 3 * u[top, 0]
            - u[top - 1, 0]) / dy**3
    flux_ratio = flux / (speed * (u[top, 0] + u[top + 1, 0]) / 2)
    return np.array(history), flux_ratio


def at_time(history, time, column=1):
    return np.interp(np.log(time), np.log(history[:, 0]),
                     history[:, column])


def local_exponent(history, time, factor=1.2):
    ratio = (at_time(history, time * factor)
             / at_time(history, time / factor))
    return np.log(ratio) / (2 * np.log(factor))


def pinch_off(history):
    """Reduced time, displacement and crest when the valley touches down."""
    i = int(np.argmax(history[:, 3] < 0))
    assert i > 0
    before, after = history[i - 1], history[i]
    weight = before[3] / (before[3] - after[3])
    return before[:3] + weight * (after[:3] - before[:3])


def law(time):
    return (2.5 * time)**0.4


def corrected_time(x):
    return 0.4 * x**2.5 + 1.25 * x**2


# --- moving-boundary solution against the law ---
main_run, flux_ratio = retract(1.0, 1.0, 1.1e12, 800, 0.005)
other_run, _ = retract(2.0, 0.5, 1.1e12, 400, 0.01)
late = 1e12
late_exponent = local_exponent(main_run, late / 3, 2.0)
late_ratio = at_time(main_run, late) / law(late)
early_ratio = at_time(main_run, 1e4) / law(1e4)
assert abs(late_exponent - 0.4) < 0.005
assert abs(late_ratio - 1) < 0.02
assert abs(late_ratio - 1) < abs(early_ratio - 1)
assert abs(flux_ratio - 1) < 0.03

# other thickness and slope, in raw units with B = 1
raw_time = late * (2.0 / 0.5)**4
raw_position = at_time(other_run, late) * (2.0 / 0.5)
raw_law = 2.5**0.4 * raw_time**0.4 * (0.5 / 2.0)**0.6
assert abs(raw_position / raw_law - 1) < 0.03

# rim shape: crest and valley of the closed travelling profile
width = np.sqrt(at_time(main_run, late))
crest_formula = np.exp(-np.pi / (3 * np.sqrt(3)))
valley_formula = np.exp(-4 * np.pi / (3 * np.sqrt(3)))
crest_found = (at_time(main_run, late, 2) - 1) / width
valley_found = (1 - at_time(main_run, late, 3)) / width
assert abs(crest_found - crest_formula) < 0.012
assert abs(valley_found - valley_formula) < 0.005
area = quad(lambda q: 2 / np.sqrt(3) * np.exp(-q / 2)
            * np.sin(np.sqrt(3) * q / 2), 0, 80, limit=200)[0]
assert abs(area - 1) < 1e-6

# first correction, where it is large enough to be seen
x_middle = at_time(main_run, 1e7)
one_term = 0.4 * x_middle**2.5 / 1e7
two_terms = corrected_time(x_middle) / 1e7
assert abs(two_terms - 1) < 0.03
assert abs(one_term - 1) > 0.06

pinch_time, pinch_x, pinch_crest = pinch_off(main_run)
other_pinch = pinch_off(other_run)
assert abs(other_pinch[1] / pinch_x - 1) < 0.03


# --- travelling rim at finite contact angle, width unit (B/V)**(1/3) ---
def rim_equations(s, y):
    height, angle, curvature, _ = y
    return np.vstack([np.sin(angle), curvature, height,
                      height * np.cos(angle)])


s_grid = np.linspace(0, 25, 400)
root3 = np.sqrt(3)
decay = np.exp(-s_grid / 2)
sine, cosine = np.sin(root3 * s_grid / 2), np.cos(root3 * s_grid / 2)
first_angle = np.radians(5)
guess = first_angle * np.array([2 / root3 * decay * sine,
                                decay * (cosine - sine / root3),
                                -decay * (cosine + sine / root3),
                                1 - decay * (cosine + sine / root3)])
rim_area = {}
for degrees in (5, 15, 30, 45, 60, 75, 90):
    contact = np.radians(degrees)

    def rim_ends(a, b, contact=contact):
        return np.array([a[0], a[1] - contact, a[3],
                         b[0] + np.sin(b[1]) + b[2]])

    solution = solve_bvp(rim_equations, rim_ends, s_grid, guess,
                         tol=1e-6, max_nodes=20000)
    assert solution.success
    guess = solution.sol(s_grid)
    rim_area[degrees] = solution.y[3, -1]
assert abs(rim_area[5] / np.tan(first_angle) - 1) < 0.01


# --- breakup of a static ridge (half-width 1, B = 1) along its length ---
def ridge_growth(k):
    def condition(root):
        p = np.sqrt(k**2 + 1j * root)
        return (1 / (p * np.tanh(p))).real - 1
    return brentq(condition, 1e-6, 3.0)**2


wave_numbers = np.linspace(0.3, 1.15, 86)
rates = np.array([ridge_growth(k) for k in wave_numbers])
ridge_k = wave_numbers[np.argmax(rates)]
ridge_rate = rates.max()
n = 200
dx = 1 / n
laplace = (np.diag(-2 * np.ones(n)) + np.diag(np.ones(n - 1), 1)
           + np.diag(np.ones(n - 1), -1)) / dx**2
laplace[0, 0] = laplace[-1, -1] = -1 / dx**2
moving_contact = laplace.copy()
moving_contact[-1, -1] += 1 / (dx * (1 - dx / 2))
shift = ridge_k**2 * np.eye(n)
ridge_matrix = -(laplace - shift) @ (moving_contact - shift)
ridge_check = np.linalg.eigvals(ridge_matrix).real.max()
assert abs(ridge_check / ridge_rate - 1) < 0.01

# --- depth of a grain-boundary groove / (groove slope*(B*t)**(1/4)) ---
groove = 2 / np.pi * quad(lambda q: -np.expm1(-q**4) / q**2,
                          0, np.inf, limit=200)[0]
assert abs(groove - 2 * gamma_function(0.75) / np.pi) < 1e-6

# --- worked example: nm, eV, s, K ---
boltzmann = constants.physical_constants[
    "Boltzmann constant in eV/K"][0]
thickness, angle_degrees = 10.0, 30
temperature, anneal = 700.0, 3600.0
diffusion_prefactor, barrier = 1e11, 0.8
surface_energy, atomic_volume, atom_density = 10.0, 0.012, 15.0
groove_slope = 1 / 6
bulk_prefactor, bulk_barrier = 1e13, 2.0
use_temperature, use_years = 378.0, 10.0


def surface_diffusivity(kelvin):
    return diffusion_prefactor * np.exp(-barrier / (boltzmann * kelvin))


def mullins(kelvin):
    return (surface_diffusivity(kelvin) * surface_energy
            * atomic_volume**2 * atom_density / (boltzmann * kelvin))


alpha = np.tan(np.radians(angle_degrees))
unit = thickness / alpha
b_anneal = mullins(temperature)
time_unit = unit**4 / b_anneal
reduced = anneal / time_unit
x_scaling = (b_anneal * anneal)**0.4 * (alpha / thickness)**0.6
x_law = 2.5**0.4 * x_scaling
x_corrected = unit * brentq(lambda x: corrected_time(x) - reduced,
                            1e-6, 1e6)
x_solution = unit * at_time(main_run, reduced)
x_tenth = unit * at_time(main_run, reduced / 10)
crest = thickness * at_time(main_run, reduced, 2)
valley = thickness * at_time(main_run, reduced, 3)
rim_scale = np.sqrt(thickness * x_solution / alpha)
thermal = boltzmann * temperature
slope_factor = (rim_area[angle_degrees] / alpha)**0.6
groove_time = (thickness / (groove * groove_slope))**4 / b_anneal
x_groove = unit * at_time(main_run, groove_time / time_unit)
start_x = 5.0
chosen = (main_run[:, 1] > start_x) & (main_run[:, 0] < reduced)
ridge_gain = np.trapezoid(
    ridge_rate / (1.5 * main_run[chosen, 1])**2, main_run[chosen, 0]
) if hasattr(np, "trapezoid") else np.trapz(
    ridge_rate / (1.5 * main_run[chosen, 1])**2, main_run[chosen, 0])
ridge_half_width = np.sqrt(1.5 * thickness * x_solution / alpha)
bulk_ratio = (bulk_prefactor * np.exp(-bulk_barrier / thermal) * rim_scale
              / (surface_diffusivity(temperature)
                 * atom_density * atomic_volume))
gibbs_thomson = (surface_energy * atomic_volume * alpha
                 / rim_scale / thermal)
b_use = mullins(use_temperature)
use_seconds = use_years * constants.Julian_year
x_use = unit * at_time(main_run, use_seconds * b_use / unit**4)

print("TESTS IN REDUCED UNITS (length h0/alpha, time length^4/B)")
print(f"late exponent, t = 1.7e11 to 6.7e11: {late_exponent:.4f}")
print(f"X solution / X law at t = 1e12: {late_ratio:.4f}")
print(f"X solution / X law at t = 1e4: {early_ratio:.3f}")
print(f"crest flux / (speed * crest height), late: {flux_ratio:.3f}")
print(f"crest/(alpha*l), solution and formula: "
      f"{crest_found:.4f} {crest_formula:.4f}")
print(f"valley depth/(alpha*l), solution and formula: "
      f"{valley_found:.4f} {valley_formula:.4f}")
print(f"t = 1e7: one-term time / true time: {one_term:.3f}")
print(f"t = 1e7: two-term time / true time: {two_terms:.3f}")
print(f"leading estimate of X at pinch-off: {valley_formula**-2:.0f}")
print(f"pinch-off X, solution: {pinch_x:.1f}")
print(f"pinch-off X, coarser second run: {other_pinch[1]:.1f}")
print(f"pinch-off time, solution: {pinch_time:.3g}")
print(f"crest height / h0 at pinch-off: {pinch_crest:.2f}")
print(f"local exponent at pinch-off: "
      f"{local_exponent(main_run, pinch_time):.3f}")
print(f"rim area C at 5, 30, 90 degrees: {rim_area[5]:.4f} "
      f"{rim_area[30]:.4f} {rim_area[90]:.4f}")
print("EXAMPLE: INPUTS")
print(f"thickness: {thickness:.0f} nm; contact angle: "
      f"{angle_degrees} degrees; alpha: {alpha:.4f}")
print(f"anneal: {temperature:.0f} K for {anneal:.0f} s; "
      f"kB*T: {thermal:.5f} eV")
print(f"surface diffusion: prefactor {diffusion_prefactor:.0e} nm^2/s, "
      f"barrier {barrier:.1f} eV")
print(f"surface energy: {surface_energy:.0f} eV/nm^2")
print(f"atomic volume: {atomic_volume:.3f} nm^3; "
      f"mobile atoms: {atom_density:.0f} per nm^2")
print("EXAMPLE: RESULTS")
print(f"surface diffusivity: {surface_diffusivity(temperature):.3g} nm^2/s")
print(f"Mullins coefficient B: {b_anneal:.3g} nm^4/s")
print(f"length unit h0/alpha: {unit:.2f} nm; time unit: {time_unit:.3g} s")
print(f"reduced anneal time: {reduced:.0f}")
print(f"X, bare scaling estimate: {x_scaling:.0f} nm")
print(f"X, law with prefactor: {x_law:.0f} nm")
print(f"X, law with first correction: {x_corrected:.0f} nm")
print(f"X, full small-slope solution: {x_solution:.0f} nm "
      f"= {10 * x_solution:.0f} angstrom")
print(f"X after one tenth of the time: {x_tenth:.0f} nm")
print(f"local exponent at the end: {local_exponent(main_run, reduced):.3f}")
print(f"crest height: {crest:.1f} nm; valley height: {valley:.2f} nm")
print(f"rim scale sqrt(h0*X/alpha): {rim_scale:.0f} nm")
print(f"pinch-off: X = {pinch_x * unit:.0f} nm "
      f"at {pinch_time * time_unit / 3600:.1f} h")
print("EXAMPLE: NEGLECTED EFFECTS")
print(f"finite slope multiplies late X by: {slope_factor:.3f}")
print(f"groove coefficient: {groove:.4f}; groove slope: {groove_slope:.3f}")
print(f"groove pierces film at: {groove_time:.0f} s, "
      f"when X = {x_groove:.0f} nm")
print(f"ridge growth rate * w^4/B: {ridge_rate:.3f} at k*w = {ridge_k:.2f}; "
      f"matrix: {ridge_check:.3f}")
print(f"ridge half-width w: {ridge_half_width:.0f} nm; "
      f"wavelength: {2 * np.pi * ridge_half_width / ridge_k:.0f} nm")
print(f"e-folds of rim breakup from X = {start_x * unit:.0f} nm: "
      f"{ridge_gain:.2f}")
print(f"bulk diffusion: prefactor {bulk_prefactor:.0e} nm^2/s, "
      f"barrier {bulk_barrier:.1f} eV")
print(f"bulk / surface transport: {bulk_ratio:.1e}")
print(f"Gibbs-Thomson exponent at the edge: {gibbs_thomson:.4f}")
print(f"doubled surface stiffness multiplies late X by: {2**0.4:.2f}")
print(f"barrier lower by 0.1 eV multiplies late X by: "
      f"{np.exp(0.4 * 0.1 / thermal):.2f}")
print(f"bare film, {use_years:.0f} years at {use_temperature:.0f} K: "
      f"B = {b_use:.2f} nm^4/s, X = {x_use:.0f} nm")
print("finished without a failed check")
```

Output:

```
TESTS IN REDUCED UNITS (length h0/alpha, time length^4/B)
late exponent, t = 1.7e11 to 6.7e11: 0.4010
X solution / X law at t = 1e12: 0.9954
X solution / X law at t = 1e4: 0.827
crest flux / (speed * crest height), late: 0.999
crest/(alpha*l), solution and formula: 0.5449 0.5463
valley depth/(alpha*l), solution and formula: 0.0883 0.0891
t = 1e7: one-term time / true time: 0.897
t = 1e7: two-term time / true time: 0.992
leading estimate of X at pinch-off: 126
pinch-off X, solution: 179.1
pinch-off X, coarser second run: 179.1
pinch-off time, solution: 2.19e+05
crest height / h0 at pinch-off: 7.92
local exponent at pinch-off: 0.421
rim area C at 5, 30, 90 degrees: 0.0872 0.5108 1.2688
EXAMPLE: INPUTS
thickness: 10 nm; contact angle: 30 degrees; alpha: 0.5774
anneal: 700 K for 3600 s; kB*T: 0.06032 eV
surface diffusion: prefactor 1e+11 nm^2/s, barrier 0.8 eV
surface energy: 10 eV/nm^2
atomic volume: 0.012 nm^3; mobile atoms: 15 per nm^2
EXAMPLE: RESULTS
surface diffusivity: 1.74e+05 nm^2/s
Mullins coefficient B: 6.23e+04 nm^4/s
length unit h0/alpha: 17.32 nm; time unit: 1.45 s
reduced anneal time: 2491
X, bare scaling estimate: 395 nm
X, law with prefactor: 570 nm
X, law with first correction: 473 nm
X, full small-slope solution: 440 nm = 4402 angstrom
X after one tenth of the time: 146 nm
local exponent at the end: 0.459
crest height: 34.0 nm; valley height: 6.99 nm
rim scale sqrt(h0*X/alpha): 87 nm
pinch-off: X = 3102 nm at 87.8 h
EXAMPLE: NEGLECTED EFFECTS
finite slope multiplies late X by: 0.929
groove coefficient: 0.7801; groove slope: 0.167
groove pierces film at: 562 s, when X = 182 nm
ridge growth rate * w^4/B: 0.536 at k*w = 0.85; matrix: 0.536
ridge half-width w: 107 nm; wavelength: 791 nm
e-folds of rim breakup from X = 87 nm: 2.83
bulk diffusion: prefactor 1e+13 nm^2/s, barrier 2.0 eV
bulk / surface transport: 1.1e-04
Gibbs-Thomson exponent at the edge: 0.0132
doubled surface stiffness multiplies late X by: 1.32
barrier lower by 0.1 eV multiplies late X by: 1.94
bare film, 10 years at 378 K: B = 1.43 nm^4/s, X = 605 nm
finished without a failed check
```
